# 1H and 2H tautomers of 1,2,3-triazole in gas and continuum water

**Question**

I am reading about triazoles as corrosion inhibitors for copper and am stuck on an exercise. It asks for the gas-phase energy difference between two tautomers of 1,2,3-triazole: 1H, with the proton on an end nitrogen of the N–N–N row, and 2H, with the proton on the middle one. It then asks me to show that continuum water favours the more polar 1H form relative to gas.

My attempt was to put a dipole \(\mu\) in a sphere of radius \(R\) and use an energy proportional to \(-\mu^2/R^3\). That makes the second part look trivial, but three things bother me. Is the dipole enough, when 2H also has lone pairs and an N–H bond that water should respond to? Where does the factor \(1/2\) go once the molecule's electrons readjust to the water? And does "favours" mean that 1H becomes the more stable form in water?

**Answer**

The dipole is not enough, and "favours relative to gas" is a weaker statement than "is more stable". Both points become clear if the energy is split before anything is calculated.

**What has to be shown**

Let \(\Delta X=X(\mathrm{1H})-X(\mathrm{2H})\), per molecule. For each tautomer, define the polarization free energy \(G_{\rm pol}\) as the free energy in the continuum minus the energy in gas. Going from 2H to 1H in water is then the same as taking 2H out of water, converting it in gas, and putting 1H back:
\[
\Delta G_{\rm water}=-G_{\rm pol}(\mathrm{2H})+\Delta E_{\rm gas}+G_{\rm pol}(\mathrm{1H})=\Delta E_{\rm gas}+\Delta G_{\rm pol}.
\]
Water favours 1H relative to gas if \(\Delta G_{\rm pol}<0\). It makes 1H the lower form only if also \(\Delta E_{\rm gas}+\Delta G_{\rm pol}<0\).

I take neutral closed-shell molecules, planar and with their gas geometry kept in water, and a linear dielectric without explicit water molecules. Vibrational energies are left out. The algebra is in atomic units.

**The gas-phase difference**

With density matrix \(D\), one-electron integrals \(h\) and nuclear repulsion \(E_{nn}\), the Hartree–Fock energy is
\[
E[D]=E_{nn}+\sum_{\mu\nu}D_{\mu\nu}h_{\mu\nu}+\tfrac12\sum_{\mu\nu\lambda\sigma}D_{\mu\nu}D_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right].
\]
It is minimized over closed-shell single determinants. The leading correlation correction is second-order perturbation theory (MP2). Single excitations do not couple to the minimized determinant, so double excitations remain. In spin orbitals, with \(\mathcal D=e_i+e_j-e_a-e_b\) built from orbital energies (\(i,j\) occupied, \(a,b\) empty),
\[
E_2=\tfrac14\sum_{ijab}\frac{|\langle ij|ab\rangle-\langle ij|ba\rangle|^2}{\mathcal D}
=\tfrac12\sum_{ijab}\frac{\langle ij|ab\rangle^2-\langle ij|ab\rangle\langle ij|ba\rangle}{\mathcal D}.
\]
The \(1/4\) removes double counting of \(i,j\) and of \(a,b\). The second form follows because the two squares are equal after exchanging \(a\) and \(b\). Now sum over spin. The first term needs \(i,a\) to share a spin and \(j,b\) to share a spin: four choices. The second needs all four spins equal: two choices. In spatial orbitals, with \(\langle ij|ab\rangle=(ia|jb)\),
\[
E_2=\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\mathcal D}.
\]

I relaxed both rings in the plane with HF/3-21G forces and refined them with HF/6-31G* forces. The refinement was short, so the energy still to be gained should be estimated. For gradient \(g\) and Hessian \(H\), \(E(s)=E+g^Ts+\tfrac12s^THs\) is lowest at \(s=-H^{-1}g\), which lies \(\tfrac12g^TH^{-1}g\) below the present point. With the approximate Hessian of the search this is 0.017 eV for 1H and 0.018 eV for 2H. The estimates nearly cancel in the difference, but they are not bounds, and the geometries are not fully converged. They also refer only to the Hartree–Fock energy surface; the MP2 surface has its minimum at other bond lengths, as discussed below.

Moving the N–H hydrogen 0.1 Å out of the plane raises the energy by 0.008 eV in 1H and 0.009 eV in 2H. This supports planarity for that one direction; the other out-of-plane motions were not examined.

At these geometries the gas differences are:

- HF/6-31G*: 0.217 eV
- MP2/6-31G*: 0.258 eV
- HF/def2-TZVP: 0.188 eV
- MP2/def2-TZVP: 0.240 eV

The MP2 values keep the 1s cores uncorrelated, and the larger basis uses density fitting. The last line is my reference:
\[
\Delta E_{\rm gas}=-6578.9397-(-6579.1801)=0.2404\ \text{eV}\quad(23.2\ \text{kJ/mol}).
\]
So 2H is the lower gas form at this level. At these geometries MP2 raises the gap by 0.04 to 0.05 eV and the larger basis lowers it by 0.02 to 0.03 eV. Most of that rise comes from using Hartree–Fock geometries, whose multiple bonds are short (N2–N3 is 1.249 Å in 1H). With bond lengths typical of MP2 (N2–N3 about 1.325 Å in 1H, C–N about 1.35 Å in 2H; not optimized), the MP2/6-31G* energy falls by about 0.19 eV for 1H and 0.15 eV for 2H. The MP2/6-31G* gap then drops by about 0.04 eV, to about 0.21 eV, close to the Hartree–Fock gap at the same geometry. A CCSD(T) estimate in a truncated orbital space lowers it by roughly another 0.01 eV. The reference value is therefore probably too high by about 0.04 to 0.05 eV; vibrations are also missing.

**How the continuum responds**

Start with a sphere of radius 1 around a multipole of order \(l\), with permittivity \(\varepsilon\) outside. Apart from the angular factor, the potential is
\[
\phi_{\rm in}=r^{-(l+1)}+B\,r^l,\qquad \phi_{\rm out}=C\,r^{-(l+1)}.
\]
Continuity of the potential gives \(1+B=C\). Continuity of the normal displacement gives \(-(l+1)+lB=-\varepsilon(l+1)C\). Eliminating \(C\),
\[
B\,[l+\varepsilon(l+1)]=-(l+1)(\varepsilon-1),\qquad
B=-\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l}.
\]
For a perfect conductor, \(\varepsilon\to\infty\) and \(B=-1\) for every \(l\). This suggests solving the simpler conductor problem and scaling its charges by \(f=(\varepsilon-1)/\varepsilon\). On a sphere,
\[
\frac{-B}{f}=\frac{(l+1)\varepsilon}{(l+1)\varepsilon+l}=\frac{1}{1+l/[(l+1)\varepsilon]},
\]
so the scaling is exact for \(l=0\) and too strong by less than \(1/\varepsilon\) for higher \(l\). With the model input \(\varepsilon=78.4\), chosen to represent water near room temperature, \(f=0.987\), while the exact dipole factor is 0.981. At \(\varepsilon=2\) the dipole factor would be 0.4 and \(f\) would be 0.5, so I would not use this shortcut for a weakly polar solvent.

For a molecule, the cavity is a union of atom-centred spheres with radii 1.20 (H), 1.70 (C) and 1.55 Å (N), all multiplied by 1.2. Its exposed surface carries charges \(q_k\) at points \(s_k\). Each charge is spread over a small Gaussian, narrower than its surface patch, because a point charge would have an infinite potential at its own position. Let \(V_k\) be the solute potential at \(s_k\) and \(A_{kl}\) the Coulomb interaction of unit Gaussian charges at \(k\) and \(l\), which is finite also for \(k=l\). A grounded conductor has zero total potential on its surface, \(V+Aq=0\). Scaling by \(f\) gives
\[
q=-fA^{-1}V.
\]

**Where the factor one half comes from**

Build up the solute charge as \(\lambda\rho\), with \(\lambda\) going from 0 to 1. The response is linear, so the surface charge is then \(\lambda q\). Adding \(d\lambda\,\rho\) in its field costs \(d\lambda\,\lambda\,q^TV\), and
\[
U=\int_0^1\lambda\,d\lambda\;q^TV=\tfrac12q^TV=-\tfrac f2\,V^TA^{-1}V.
\]
The direct interaction is \(q^TV\). Half of its magnitude is spent on polarizing the medium.

A sphere gives known energies for testing the surface charges:

1. For a unit charge at the centre the reaction potential is \(-f/R\), so \(U=-f/(2R)\).
2. For a dipole at the centre the reaction potential is \(-f\mu r\cos\theta/R^3\), a uniform field \(f\mu/R^3\) along the dipole. Half of \(-\mu\) times this field is \(U=-f\mu^2/(2R^3)\).
3. A unit charge at distance \(d\) from the centre has an image \(-R/d\) at distance \(R^2/d\). Its potential at the charge is \(-(R/d)/(R^2/d-d)=-R/(R^2-d^2)\), so \(U=-fR/[2(R^2-d^2)]\).

With 120 surface points, and \(d=R/2\) in the third case, the largest relative error was 0.23 %.

**Letting the electrons readjust**

The solute potential depends linearly on the density:
\[
V_k=\sum_A\frac{Z_A}{|s_k-R_A|}-\sum_{\mu\nu}D_{\mu\nu}I^k_{\mu\nu},\qquad
I^k_{\mu\nu}=\left\langle\mu\left|\frac1{|r-s_k|}\right|\nu\right\rangle .
\]
In water, minimize \(G[D]=E[D]+U[D]\), not \(E[D]\) alone. Since \(A\) is symmetric, \(\partial U/\partial V_k=-f(A^{-1}V)_k=q_k\), and by the chain rule
\[
\frac{\partial U}{\partial D_{\mu\nu}}=\sum_kq_k\frac{\partial V_k}{\partial D_{\mu\nu}}=-\sum_kq_kI^k_{\mu\nu}.
\]
This is added to the Fock matrix. There is no \(1/2\) here, because differentiating a quadratic form produces a factor 2. The electrons feel the full reaction potential, while the free energy contains half of the interaction.

The minimum can be tested by varying \(f\). Along the family of minimizing densities,
\[
\frac{dG}{df}=\frac{\partial U}{\partial f}+\left(\text{derivative of }G\text{ with respect to }D\right)\frac{dD}{df}=\frac Uf,
\]
because the bracket vanishes for allowed changes of \(D\). For 1H, changing \(f\) by \(\pm0.02\) gives a slope of −0.54824 eV, and \(U/f\) gives −0.54822 eV.

**The sign follows from two bounds**

Let \(D_0\) be the gas density and \(D\) the density in water. The gas density is an allowed trial density in water, so \(G\le E_{\rm gas}+U[D_0]\). Also, \(E[D]\ge E_{\rm gas}\), because the gas density minimizes \(E\). Hence
\[
U[D]\le G_{\rm pol}\le U[D_0].
\]
The HF/6-31G* values are, in eV:

| | 1H | 2H |
|---|---:|---:|
| \(U[D_0]\), upper bound | −0.3612 | −0.2625 |
| \(U[D]\), lower bound | −0.5412 | −0.3140 |
| \(E[D]-E_{\rm gas}\) | 0.1010 | 0.0270 |
| \(G_{\rm pol}\) | −0.4402 | −0.2870 |

Take the upper bound for 1H and the lower bound for 2H:
\[
\Delta G_{\rm pol}\le-0.361-(-0.314)=-0.047\ \text{eV}<0.
\]
This settles the sign for the Hartree–Fock model with this basis and cavity. The actual value comes from the last row:
\[
\Delta G_{\rm pol}=-0.4402-(-0.2870)=-0.153\ \text{eV}\quad(-14.8\ \text{kJ/mol}).
\]
**Continuum water therefore favours 1H relative to gas.** With both gas densities held fixed, the difference would be −0.099 eV. Readjustment supplies the other −0.055 eV: 1H pays more to distort its electrons, but gains more from the water.

**What the dipole does and does not explain**

The gas dipoles are 0.951 eÅ for 1H and 0.059 eÅ for 2H, so 1H is indeed the more polar form. In water they grow to 1.222 and 0.091 eÅ.

To examine your dipole argument, I put a point dipole of the gas value in each molecular cavity, at the centre of nuclear charge. Its polarization energy is −0.3355 eV for 1H and −0.0013 eV for 2H, a difference of −0.334 eV. The full gas densities give −0.099 eV. The dipole argument gets the sign right but is too large by a factor of about 3.4.

The reason is visible in 2H. Its full density gives −0.2625 eV, almost none of which comes from the dipole term. A molecule with a small dipole can still have strongly positive and negative regions, and nearby water responds to them. In this split, the dipoles favour 1H by 0.334 eV, while everything else favours 2H by
\[
0.334-0.099=0.235\ \text{eV}.
\]
The second number includes cross terms between the dipole and the other multipoles, and it depends on where the dipole is placed. It is a property of this split, not a separately measurable energy. It does show why "more polar, hence better solvated" is not a proof: a larger dipole could be outweighed by the remaining charge distribution.

**Does 1H become the stable form?**

Combining the MP2 gas gap with the Hartree–Fock polarization term,
\[
\Delta G_{\rm water}=0.2404-0.1532=0.087\ \text{eV}.
\]
Water removes about 64 % of this gas gap, but 2H remains lower in this model. With the gas gap lowered by the geometry shift of about 0.04 eV, \(\Delta G_{\rm water}\) would be about 0.05 eV.

For populations, 1H counts twice, since the proton can sit on either end nitrogen. Without vibrational terms, and taking the moments of inertia of the two tautomers as equal,
\[
p_{\rm 1H}=\frac{2e^{-\Delta G/k_BT}}{1+2e^{-\Delta G/k_BT}}.
\]
The factor 2 already accounts for the higher symmetry of 2H, so no further symmetry factor should be added. At 298.15 K, \(k_BT=0.0257\) eV. In water \(2e^{-0.0872/0.0257}\approx0.067\), giving about 6 % 1H; in gas the same formula gives about 0.02 %.

Equal total populations require \(\Delta G=k_BT\ln2=0.018\) eV. The model is only \(0.087-0.018=0.069\) eV away from that point, so the 6 % is much less secure than the sign of \(\Delta G_{\rm pol}\). The geometry shift of the gas gap alone, about 0.04 eV, would cut this distance to about 0.03 eV and raise the 1H share to about 25 %.

**How far to trust the numbers**

Scaling the radii by 1.1 or 1.3 instead of 1.2 changes \(\Delta G_{\rm pol}\) to −0.168 or −0.138 eV. Over this range the shift is larger for the tighter cavity, and its sign does not change. Doubling the number of surface points gives −0.151 eV.

Replacing the gas Hartree–Fock density by an MP2 density changes \(\Delta U\) from −0.099 to −0.098 eV. That MP2 density omits orbital relaxation, so this is only a partial estimate of the correlation effect.

The computed cavity areas differ by about 0.2 Å\(^2\). These areas come from the doubled mesh (240 points per sphere), where one point on a carbon sphere covers about 0.22 Å\(^2\), so the mesh does not resolve the difference. With a rough surface tension of water, even 1 Å\(^2\) would give only about 0.005 eV, so a cavity-formation term proportional to area would nearly cancel. The total surface charge is −0.0085 e for each tautomer; it would be zero for a neutral solute wholly inside the cavity with a perfect surface mesh.

An important omission is specific hydrogen bonding. A hydrogen bond in water is worth very roughly 0.2 eV, so a modest difference in how the tautomers bind nearby water could cover the missing 0.069 eV, or widen the gap. I have not calculated that difference. Geometry relaxation in water and vibrational energies are also missing, and their effect was not estimated. The table uses the 6-31G* basis, which has no diffuse functions. At nearly the same geometries, adding them (6-31+G*) makes \(\Delta G_{\rm pol}\) about 0.009 eV more negative and narrows the margin from the two bounds by about 0.005 eV, so the sign holds but the third decimal does not. The calculation thus supports a shift towards 1H, but it cannot settle which tautomer dominates in real water.

**What this means for a corrosion inhibitor**

The room temperature and water permittivity used here are typical of a dilute aqueous bath. A real inhibitor bath also contains salts, has a set pH, and is in contact with copper. The result applies to the neutral dissolved molecule, not to its adsorption energy or its protective effect.

Deprotonation gives a useful connection. Removing the proton from either tautomer leaves the same anion once its geometry has relaxed. With \(G_-\) the free energy of the anion plus the released proton,
\[
[G_--G(\mathrm{1H})]-[G_--G(\mathrm{2H})]=-\Delta G .
\]
So 1H is easier to deprotonate than 2H by the tautomer gap: 0.240 eV in gas and 0.087 eV in this water model, each probably about 0.04 eV smaller once the geometry shift noted above is included. If the species bound to copper is the anion, the tautomers differ in the cost of reaching it, not in the final bound state. Adsorption of the intact neutral molecule would need a separate calculation with the metal surface present.

The remaining values are in the numerical output below.

## Numbers as computed

```
Water permittivity (input): 78.4
Conductor factor f: 0.98724
Exact dipole factor on a sphere: 0.98099
Radii before scaling, H C N: 1.20 1.70 1.55 angstrom; scale 1.2
Largest error of sphere tests: 0.23 %
1H bonds N1N2 N2N3 N3C4 C4C5 C5N1: 1.340 1.249 1.366 1.359 1.349 angstrom
2H bonds N1N2 N2N3 N3C4 C4C5 C5N1: 1.319 1.319 1.302 1.422 1.302 angstrom
Energy left in geometry search: 1H 0.01723, 2H 0.01787 eV
Cost of 0.1 angstrom N-H bend out of plane: 1H 0.00831, 2H 0.00922 eV
Total energy MP2/def2-TZVP: 1H -6578.9397, 2H -6579.1801 eV
Gas difference HF/6-31G*: 0.2171 eV
Gas difference MP2/6-31G*: 0.2584 eV
Gas difference HF/def2-TZVP: 0.1880 eV
Gas difference MP2/def2-TZVP: 0.2404 eV
  the same: 23.19 kJ/mol
Dipole in gas, HF: 1H 0.9510, 2H 0.0594 e angstrom
Dipole in water, HF: 1H 1.2217, 2H 0.0907 e angstrom
Dipole in gas, unrelaxed MP2: 1H 0.9456, 2H 0.0490 e angstrom
U with gas density (upper bound): 1H -0.3612, 2H -0.2625 eV
U with polarized density (lower bound): 1H -0.5412, 2H -0.3140 eV
Cost of distorting the solute: 1H 0.1010, 2H 0.0270 eV
Polarization free energy G_pol: 1H -0.4402, 2H -0.2870 eV
Difference of G_pol: -0.1532 eV
  the same: -14.78 kJ/mol
Upper bound 1H minus lower bound 2H: -0.0471 eV
U of point dipole in same cavity: 1H -0.3355, 2H -0.0013 eV
Difference of U, gas density: -0.0987 eV
Difference of U, point dipoles: -0.3342 eV
Slope dG/df of 1H, finite difference: -0.54824 eV
Slope dG/df of 1H, U/f: -0.54822 eV
Difference in water, gas + G_pol: 0.0872 eV
G_pol difference, radius scale 1.1: -0.1679 eV
G_pol difference, radius scale 1.3: -0.1379 eV
G_pol difference, doubled mesh: -0.1510 eV
U difference, unrelaxed MP2 density: -0.0977 eV
Total surface charge: 1H -0.0085, 2H -0.0085 e
Cavity area: 1H 101.67, 2H 101.89 angstrom^2
Area difference times rough tension: -0.0010 eV
Temperature: 298.15 K; kT: 0.02569 eV
kT ln 2 for two equivalent 1H sites: 0.0178 eV
1H share in gas, no vibrations: 0.017 %
1H share in water, no vibrations: 6.3 %
```
